# Why soft bending modes can dominate the ionic permittivity: test program

```python
"""Result under test: the ionic part of the static permittivity is
    eps0 - eps_inf = (4 pi / V) sum_m S_m / w_m^2      (atomic units),
S_m = squared mass-weighted mode charge (sets infrared absorption),
w_m = transverse zone-centre frequency, V = cell volume.
A soft bend can therefore dominate with little absorption; masses cancel
from the total, so the cause is the small bending force constant.
Model: cubic MX3, M at the corner, X at the middle of each M-X-M bridge.
Internal units: eV, angstrom, elementary charge, atomic mass unit u.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import root, brentq

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10       # eV angstrom / e^2
TO_EV = sc.hbar * np.sqrt(sc.e * 1e20 / sc.atomic_mass) / sc.e
EV_TO_CM = sc.e / (sc.h * sc.c) / 100

bond = 2.0                       # M-X distance, angstrom
volume = (2 * bond) ** 3
k_r, k_theta, k_phi = 20.0, 0.5, 1.0
mass_M, mass_X = 100.0, 16.0
z_par, z_perp = -2.0, -0.5       # Born charges of X along / across its bridge
eps_inf = 2.0
prefactor = 4 * np.pi * COULOMB / volume

axis_of_arm = np.array([0, 1, 2, 0, 1, 2])
different_axes = axis_of_arm[:, None] != axis_of_arm[None, :]
ideal_arms = bond * np.vstack([np.eye(3), -np.eye(3)])


def cell_energy(flat, bend_scale=1.0):
    """Energy per cell from bond lengths and angles; atoms M, Xx, Xy, Xz."""
    u = flat.reshape(4, 3)
    relative = u[1:] - u[0]
    arms = ideal_arms + np.vstack([relative, relative])
    length = np.sqrt(np.sum(arms * arms, axis=1))
    unit = arms / length[:, None]
    cosine = unit @ unit.T
    stretch = 0.5 * k_r * np.sum((length - bond) ** 2)
    bridge = k_theta * sum(1 + cosine[j, j + 3] for j in range(3))
    corner = 0.25 * k_phi * np.sum(cosine[different_axes] ** 2)
    return stretch + bend_scale * (bridge + corner)


def gradient(flat, bend_scale=1.0):
    """Complex-step derivative, free of subtraction error."""
    result = np.zeros(12)
    for i in range(12):
        shifted = flat.astype(complex)
        shifted[i] += 1e-25j
        result[i] = cell_energy(shifted, bend_scale).imag / 1e-25
    return result


def full_hessian(bend_scale=1.0):
    step, rows = 1e-4, []
    for i in range(12):
        shift = np.zeros(12)
        shift[i] = step
        rows.append((gradient(shift, bend_scale)
                     - gradient(-shift, bend_scale)) / (2 * step))
    hess = np.array(rows)
    return 0.5 * (hess + hess.T)


def z_block(hess):
    return hess[2::3, 2::3]


def charges(perp=z_perp):
    return np.array([-(z_par + 2 * perp), perp, perp, z_par])


def masses(m_M=mass_M, m_X=mass_X):
    return np.array([m_M, m_X, m_X, m_X])


def modes(hess_z, mass, charge):
    root_m = np.sqrt(mass)
    w2, vec = np.linalg.eigh(hess_z / np.outer(root_m, root_m))
    return w2, ((charge / root_m) @ vec) ** 2, vec


def active(hess_z, mass, charge):
    """Frequencies (eV), S and permittivity parts of the two active modes."""
    w2, s, _ = modes(hess_z, mass, charge)
    return TO_EV * np.sqrt(w2[2:]), s[2:], prefactor * s[2:] / w2[2:]


# Force constants: numerical Hessian against the geometric expansion
hess = full_hessian()
K_s, K_b = 2 * k_r, 4 * (k_theta + k_phi) / bond ** 2
Hz = z_block(hess)
assert np.allclose(np.diag(Hz)[1:], [K_b, K_b, K_s], atol=1e-5)
assert abs(Hz[1, 2]) < 1e-5 and abs(Hz[1, 3]) < 1e-5
coupling = hess.reshape(4, 3, 4, 3)
for a in range(3):
    for b in range(3):
        if a != b:
            assert np.max(np.abs(coupling[:, a, :, b])) < 1e-5

Z, m = charges(), masses()
w2, S_all, vec = modes(Hz, m, Z)
assert abs(w2[0]) < 1e-8 and np.max(S_all[:2]) < 1e-8    # translation, silent
freq, S, part = active(Hz, m, Z)
total = part.sum()
share_S, share_eps = S[0] / S.sum(), part[0] / total
assert share_S < 0.2 and share_eps > 0.5
coordinate_bend = prefactor * 2 * z_perp ** 2 / K_b
coordinate_stretch = prefactor * z_par ** 2 / K_s
assert abs(total - coordinate_bend - coordinate_stretch) < 1e-5

# Bending character of the low mode, from its potential energy
disp = vec[:, 2] / np.sqrt(m)
rel = disp[1:] - disp[0]
bend_character = K_b * np.sum(rel[:2] ** 2) / w2[2]
assert bend_character > 0.95

# Direct relaxation of the anharmonic cell in a small field along z
field = 1e-3                                           # V/angstrom


def force_balance(x):
    flat = np.concatenate([np.zeros(3), x])            # M held at the origin
    g = gradient(flat)[3:]
    g[2::3] -= field * Z[1:]
    return g


relaxed = root(force_balance, np.zeros(9), tol=1e-12).x
assert np.max(np.abs(force_balance(relaxed))) < 1e-9
shift_z = relaxed[2::3]
relaxed_eps = prefactor * (Z[1:] @ shift_z) / field
assert abs(relaxed_eps / total - 1) < 1e-5

# Absorption spectrum by direct solution of the driven, damped equations
w_low, w_high = np.sqrt(w2[2:])
damping, dw = 2e-3 * w_high, 1e-4 * w_high
grid = (np.arange(40000) + 0.5) * dw
dynamic = Hz[None] - (grid ** 2 + 1j * damping * grid)[:, None, None] * np.diag(m)
rhs = np.broadcast_to(Z.astype(complex)[None, :, None], (grid.size, 4, 1))
absorb = (np.linalg.solve(dynamic, rhs)[:, :, 0] @ Z).imag
low_band = grid < 0.5 * (w_low + w_high)
area = 2 / np.pi * dw * grid * absorb
static = 2 / np.pi * dw * absorb / grid
band_S = np.array([area[low_band].sum(), area[~low_band].sum()])
band_eps = prefactor * np.array([static[low_band].sum(), static[~low_band].sum()])
assert np.allclose(band_S, S, rtol=0.01)               # finite-width band tails
assert np.allclose(band_eps, part, rtol=0.01)

# Longitudinal frequencies give the same static permittivity
H_LO = Hz + prefactor / eps_inf * np.outer(Z, Z)
w2_LO = modes(H_LO, m, Z)[0]
eps_from_LO = eps_inf * np.prod(w2_LO[1:] / w2[1:])
assert abs(eps_from_LO - eps_inf - total) < 1e-5

# Controls: masses, bending stiffness, bending charge
f_heavy, S_heavy, part_heavy = active(Hz, 4 * m, Z)
assert np.allclose(f_heavy, freq / 2) and np.allclose(part_heavy, part)
mass_rows = []
for trial in (20.0, 1000.0):
    f_t, S_t, p_t = active(Hz, masses(m_M=trial), Z)
    assert abs(p_t.sum() - total) < 1e-6
    mass_rows.append((trial, f_t[0], p_t[0] / p_t.sum(), p_t.sum()))
assert abs(mass_rows[0][2] - mass_rows[1][2]) > 0.01   # shares do move
f_stiff, S_stiff, p_stiff = active(z_block(full_hessian(4.0)), m, Z)
assert p_stiff[0] < p_stiff[1]
f_zero, S_zero, p_zero = active(Hz, m, charges(0.0))
assert p_zero[0] / p_zero.sum() < 0.02


def excess(scale):
    p = active(z_block(full_hessian(scale)), m, Z)[2]
    return p[0] / p.sum() - 0.5


scale_equal = brentq(excess, 1.0, 4.0, xtol=1e-8)
f_eq, S_eq, p_eq = active(z_block(full_hessian(scale_equal)), m, Z)

print(f"Bond length {bond:.1f} angstrom; cell volume {volume:.1f} angstrom^3")
print(f"k_r = {k_r:.1f} eV/angstrom^2")
print(f"k_theta = {k_theta:.1f} eV/rad^2; k_phi = {k_phi:.1f} eV/rad^2")
print(f"Masses: M {mass_M:.0f} u, X {mass_X:.0f} u")
print(f"Born charges: M {Z[0]:.1f} e, X along {z_par:.1f} e, X across {z_perp:.1f} e")
print(f"Clamped-ion permittivity: {eps_inf:.2f}")
print(f"Coulomb constant e^2/(4 pi eps_vac): {COULOMB:.4f} eV angstrom")
print(f"Prefactor 4 pi e^2/(4 pi eps_vac V): {prefactor:.4f} eV/angstrom^2 per e^2")
print(f"Numerical K_s = {Hz[3, 3]:.4f}, K_b = {Hz[1, 1]:.4f} eV/angstrom^2")
for name, i in (("Low (bend)", 0), ("High (stretch)", 1)):
    print(f"{name}: energy {freq[i]:.5f} eV = {freq[i] * EV_TO_CM:.1f} cm^-1")
    print(f"  S = {S[i]:.5f} e^2/u; permittivity part {part[i]:.4f}")
print(f"Bending share of potential energy in low mode: {100 * bend_character:.2f} %")
print(f"Low-mode share of absorption strength: {100 * share_S:.2f} %")
print(f"Low-mode share of ionic permittivity: {100 * share_eps:.2f} %")
print(f"Intensity ratio S_high/S_low: {S[1] / S[0]:.3f}")
print(f"Squared frequency ratio high/low: {(freq[1] / freq[0]) ** 2:.3f}")
print(f"Ionic permittivity, mode sum: {total:.5f}")
print(f"Ionic permittivity, field relaxation: {relaxed_eps:.5f}")
print(f"Total static permittivity: {eps_inf + total:.4f}")
print(f"Total from LO/TO frequency product: {eps_from_LO:.4f}")
print(f"Coordinate parts: bend {coordinate_bend:.4f}, stretch {coordinate_stretch:.4f}")
print(f"Applied field: {field:.4f} V/angstrom")
print(f"X shift relative to M: across {shift_z[0]:.7f}, along {shift_z[2]:.7f} angstrom")
print(f"Spectrum damping (hbar times rate): {TO_EV * damping:.6f} eV")
print(f"Spectrum areas S: low {band_S[0]:.5f}, high {band_S[1]:.5f} e^2/u")
print(f"Spectrum permittivity: low {band_eps[0]:.4f}, high {band_eps[1]:.4f}")
print(f"All masses x4: energies {f_heavy[0]:.5f}, {f_heavy[1]:.5f} eV")
print(f"  S: {S_heavy[0]:.5f}, {S_heavy[1]:.5f} e^2/u")
print(f"  permittivity parts: {part_heavy[0]:.4f}, {part_heavy[1]:.4f}")
for trial, f_t, sh, tot in mass_rows:
    print(f"M mass {trial:.0f} u: low mode {f_t:.5f} eV")
    print(f"  low-mode share {100 * sh:.2f} %, ionic permittivity {tot:.4f}")
print(f"Bend stiffness x4: low mode {f_stiff[0]:.5f} eV")
print(f"  parts: low {p_stiff[0]:.4f}, high {p_stiff[1]:.4f}")
print(f"  low-mode share {100 * p_stiff[0] / p_stiff.sum():.2f} %")
print(f"Zero bending charge: low mode {f_zero[0]:.5f} eV")
print(f"  low-mode share {100 * p_zero[0] / p_zero.sum():.3f} %")
print(f"Equal mode parts at bend stiffness x{scale_equal:.4f}")
print(f"  K_b there: {scale_equal * K_b:.4f} eV/angstrom^2")
print(f"  squared frequency ratio {(f_eq[1] / f_eq[0]) ** 2:.4f}")
print(f"  intensity ratio {S_eq[1] / S_eq[0]:.4f}")
print("PASS")
```

Running it gives:

```
Bond length 2.0 angstrom; cell volume 64.0 angstrom^3
k_r = 20.0 eV/angstrom^2
k_theta = 0.5 eV/rad^2; k_phi = 1.0 eV/rad^2
Masses: M 100 u, X 16 u
Born charges: M 3.0 e, X along -2.0 e, X across -0.5 e
Clamped-ion permittivity: 2.00
Coulomb constant e^2/(4 pi eps_vac): 14.3996 eV angstrom
Prefactor 4 pi e^2/(4 pi eps_vac V): 2.8274 eV/angstrom^2 per e^2
Numerical K_s = 40.0000, K_b = 1.5000 eV/angstrom^2
Low (bend): energy 0.02234 eV = 180.2 cm^-1
  S = 0.03805 e^2/u; permittivity part 0.9008
High (stretch): energy 0.11018 eV = 888.7 cm^-1
  S = 0.33320 e^2/u; permittivity part 0.3244
Bending share of potential energy in low mode: 99.85 %
Low-mode share of absorption strength: 10.25 %
Low-mode share of ionic permittivity: 73.53 %
Intensity ratio S_high/S_low: 8.756
Squared frequency ratio high/low: 24.317
Ionic permittivity, mode sum: 1.22519
Ionic permittivity, field relaxation: 1.22519
Total static permittivity: 3.2252
Total from LO/TO frequency product: 3.2252
Coordinate parts: bend 0.9425, stretch 0.2827
Applied field: 0.0010 V/angstrom
X shift relative to M: across -0.0003333, along -0.0000500 angstrom
Spectrum damping (hbar times rate): 0.000220 eV
Spectrum areas S: low 0.03802, high 0.33311 e^2/u
Spectrum permittivity: low 0.9011, high 0.3241
All masses x4: energies 0.01117, 0.05509 eV
  S: 0.00951, 0.08330 e^2/u
  permittivity parts: 0.9008, 0.3244
M mass 20 u: low mode 0.02700 eV
  low-mode share 65.57 %, ionic permittivity 1.2252
M mass 1000 u: low mode 0.02011 eV
  low-mode share 76.54 %, ionic permittivity 1.2252
Bend stiffness x4: low mode 0.04457 eV
  parts: low 0.1897, high 0.3286
  low-mode share 36.60 %
Zero bending charge: low mode 0.02234 eV
  low-mode share 0.155 %
Equal mode parts at bend stiffness x2.5455
  K_b there: 3.8183 eV/angstrom^2
  squared frequency ratio 9.6019
  intensity ratio 9.6019
PASS
```
